# Zigzag edge band from second-neighbour hopping and the squared adjacency matrix, part 1

(Sections cited here and not found follow in the second part.)

## Part one: walk counting and the first-order band

### The decision

Someone setting up a tight-binding calculation of a zigzag graphene ribbon must decide whether to keep the second-neighbour hopping $t'$. Close to the Dirac point of the infinite sheet, its leading effect is a constant shift of all energies, so it may seem safe to drop. At a zigzag edge that choice changes the answer in kind. With first-neighbour hopping alone the edge band of a wide ribbon is flat. With $t'$ included it has a width equal to $t'$, and its velocity is proportional to $t'$.

There is a second decision, about how $t'$ is coded. The second-neighbour matrix can be obtained by squaring the first-neighbour matrix and subtracting the coordination. If the coordination is taken as 3 on every atom, the edge band stays flat. If the true coordination is used, which is 2 on the edge atoms, the dispersion appears. The whole effect sits in that difference.

### Model and conventions

The sheet is a honeycomb lattice with lattice constant $a$, filling a half-plane that ends in a zigzag edge. Each atom carries one orbital. The orbitals are orthonormal and all have on-site energy zero. Electrons do not interact. The Hamiltonian is

$$H=-tA-t'A_2,\qquad t>0,\quad t'>0. \tag{1}$$

The matrix $A$ has entry 1 for each pair of first neighbours and 0 otherwise, and $A_2$ does the same for second neighbours. Atomic units are used in the algebra, so $\hbar=1$.

Number the zigzag lines $m=0,1,2,\dots$ inward from the edge. Each line contains atoms $A_m$ and $B_m$, with $A_0$ outermost. Let $x$ run along the edge and $y$ point outward. The three bonds of an $A$ atom are

$$\left(\pm\tfrac12,-\tfrac1{2\sqrt3}\right)a,\qquad \left(0,\tfrac1{\sqrt3}\right)a .$$

The first two lead to $B_m$ atoms in the same line, and the third leads outward to a $B_{m-1}$ atom. Seen from the other side, a $B_m$ atom is bonded to two $A_m$ atoms and to one $A_{m+1}$ atom. The atom $A_0$ lacks its outward bond.

Let $k$ be the wavevector along the edge multiplied by $a$, so that $k$ is dimensionless. Write the amplitude on an atom of type $X$ in line $m$ at position $x$ as $\psi_X(m)e^{ikx/a}$. Two neighbours displaced by $\pm a/2$ then contribute

$$e^{ik/2}+e^{-ik/2}=2\cos(k/2)\equiv c ,$$

and a neighbour with no displacement along $x$ contributes 1. Hence

$$(A\psi)_A(m)=c\,\psi_B(m)+\psi_B(m-1), \tag{2}$$
$$(A\psi)_B(m)=c\,\psi_A(m)+\psi_A(m+1). \tag{3}$$

The six second neighbours of an atom lie at $(\pm1,0)a$ and $(\pm\frac12,\pm\frac{\sqrt3}2)a$. The first two are in the same line and contribute $2\cos k$. The other four form one pair in each adjacent line, and each pair contributes $c$. For either sublattice,

$$(A_2\psi)_X(m)=2\cos k\,\psi_X(m)+c\,[\psi_X(m+1)+\psi_X(m-1)]. \tag{4}$$

Amplitudes with line index $-1$ are absent in (2) and (4), because those atoms do not exist. The relation $c^2=4\cos^2(k/2)=2+2\cos k$ will be used repeatedly.

It is enough to take $0\le k<2\pi$. On this range $c$ falls from 2 towards $-2$, and $|c|<1$ holds for $2\pi/3<k<4\pi/3$.

### The theorem

**Theorem.** Let $0<t'<t/2$ in the model (1).

1. For each $k$ with $2\pi/3<k<4\pi/3$ there is one edge state, with energy
$$E(k)=3t'+t'(1+2\cos k). \tag{5}$$
For $k\neq\pi$ it is the single normalizable eigenstate at that $k$. At $k=\pi$ it is the decoupled edge atom, and all other states belong to bulk bands that have zero width there.
2. For all other $k$ there is no normalizable eigenstate.
3. The edge energy lies in the gap between the two bulk bands of the same $k$.
4. The edge band extends from $2t'$, reached at $k=\pi$, up to $3t'$, approached at the ends of the interval. Its width is $t'$.

Here "normalizable" refers to the direction into the sheet, at fixed $k$. The energy $3t'$ is that of the Dirac point, as shown below. The edge band therefore lies below the Dirac point for the sign convention of (1) with $t'>0$.

Part one derives (5) to first order in $t'$, which exposes its physical origin. Part two shows that no higher-order terms follow.

### Lemma 1: the square of the adjacency matrix

**Lemma 1.** Let $D$ be the diagonal matrix whose entry $D_i$ is the number of first neighbours of atom $i$. For the half-plane with a zigzag edge,

$$A^2=A_2+D. \tag{6}$$

**Proof.** The entry $(A^2)_{ij}=\sum_l A_{il}A_{lj}$ counts the walks of two steps from $i$ to $j$.

For $i=j$ such a walk goes to a neighbour and returns. There are $D_i$ of these walks, which gives the diagonal matrix $D$.

For $i\ne j$ the count is the number of first neighbours that $i$ and $j$ share. Two atoms sharing a neighbour are separated by the difference of two distinct bond vectors. Three bond vectors give six ordered differences. These are the six vectors $(\pm1,0)a$ and $(\pm\frac12,\pm\frac{\sqrt3}2)a$, each occurring once. They are the six second-neighbour vectors. So in the infinite sheet each pair of second neighbours shares one first neighbour, and no other pair of distinct atoms shares any.

It remains to check that cutting the sheet removes no shared neighbour of a surviving pair. The missing atoms that were bonded to the surviving sheet are those of type $B_{-1}$. Each was bonded to two $A_{-1}$ atoms, which are missing too, and to a single surviving atom $A_0$. A missing atom with one surviving neighbour cannot be the shared neighbour of two surviving atoms. Hence (6) holds. $\square$

The row equations confirm the counting. For $m\ge1$, inserting (3) into (2) gives

$$(A^2\psi)_A(m)=c[c\psi_A(m)+\psi_A(m+1)]+[c\psi_A(m-1)+\psi_A(m)].$$

The coefficient of $\psi_A(m)$ is $c^2+1=3+2\cos k$, which is the coordination 3 plus the second-neighbour term of (4). For $m=0$ the second bracket is absent, and the coefficient is $c^2=2+2\cos k$, so the coordination is 2.

The condition on the edge matters. Removing all $A_0$ atoms leaves a bearded edge, where each outermost $B_0$ atom hangs on one bond. Two adjacent $B_0$ atoms are still second neighbours by distance, but the atom they shared has gone. On the $B_0$ row $A^2-D$ then lacks the term $2\cos k$. At $k=0.80\pi$ the identity computed from atomic positions fails by 1.618, which is $|2\cos k|$. The argument below does not carry over to that edge.

### The Hamiltonian rewritten

Let $P$ be the projector on the edge atoms $A_0$. Since $D$ equals 3 except on those atoms, where it equals 2, we have $D=3-P$. Equation (6) gives $A_2=A^2-3+P$, and (1) becomes

$$H=3t'-tA-t'A^2-t'P. \tag{7}$$

The first three terms form a function of $A$ alone. They share its eigenstates, and they cannot give dispersion to a set of states that all have $A\psi=0$. The last term acts as an attractive potential of strength $t'$ on the edge atoms. No such potential was put in by hand. It records that an edge atom has one neighbour fewer.

In the infinite sheet $P$ is absent. A wave that gains a factor $e^{iq}$ per line turns (2) and (3) into a two-by-two problem with off-diagonal elements $c+e^{-iq}$ and $c+e^{iq}$. The eigenvalues of $A$ are therefore $\alpha=\pm|c+e^{iq}|$, and the bulk energies are

$$E_{\rm bulk}=3t'-t\alpha-t'\alpha^2. \tag{8}$$

The Dirac point is where $\alpha=0$, so its energy is $3t'$. This requires $|c|=1$, which places it at $k=2\pi/3$ and $k=4\pi/3$. These are the ends of the interval in the theorem.

### Lemma 2: the zero mode

**Lemma 2.** The equation $A\psi=0$ has a normalizable solution if and only if $|c|<1$. It is unique up to a factor, vanishes on the $B$ sublattice, and has weight $1-c^2=-(1+2\cos k)$ on the edge line.

**Proof.** On the $A$ rows, (2) gives $c\psi_B(0)=0$ for $m=0$ and $\psi_B(m-1)=-c\psi_B(m)$ for $m\ge1$. If $c\ne0$, the first equation gives $\psi_B(0)=0$ and the second carries this inward line by line. If $c=0$, the second equation gives $\psi_B(m-1)=0$ for all $m\ge1$. In both cases $\psi_B$ vanishes everywhere.

On the $B$ rows, (3) gives $\psi_A(m+1)=-c\psi_A(m)$, so

$$\psi_A(m)=(-c)^m\psi_A(0). \tag{9}$$

The norm is $|\psi_A(0)|^2\sum_m c^{2m}$. This sum converges only for $|c|<1$, where it equals $1/(1-c^2)$. Normalization gives $|\psi_A(0)|^2=1-c^2$, and $c^2=2+2\cos k$ turns this into $-(1+2\cos k)$. $\square$

The combination $1+2\cos k$ is thus minus the probability of finding the electron on the edge line. It is negative throughout the interval, as a probability with a minus sign must be.

### The band to first order in $t'$

Take the expectation value of (7) in the normalized zero mode. The terms with $A$ and $A^2$ vanish because $A\psi=0$. What is left is

$$\langle H\rangle=3t'-t'\langle P\rangle=3t'-t'(1-c^2)=3t'+t'(1+2\cos k). \tag{10}$$

This is (5). An equivalent form is $\langle H\rangle=t'\langle D\rangle$: the energy is $t'$ times the mean coordination felt by the state.

The two limits follow from that reading. At $k=\pi$ we have $c=0$, the state sits wholly on the edge atoms, the mean coordination is 2 and the energy is $2t'$. Towards $k=2\pi/3$ or $4\pi/3$ the state spreads into the sheet, its edge weight goes to zero, the mean coordination tends to 3 and the energy approaches $3t'$. The bandwidth $t'$ is the effect of one missing neighbour.

For numbers, take $t=2.7$ eV, $t'=0.1$ eV and $k=0.80\pi$. Then $c=0.6180$ and the edge weight is $1-0.3820=0.6180$. Equation (10) gives $0.3-0.1\times0.6180=0.2382$ eV. The expectation value of $-t'A_2$ in the numerically obtained zero mode of a 240-line ribbon is also 0.2382 eV.

### What an edge potential does

Suppose the edge atoms have on-site energy $U_e$ instead of zero. Then $U_eP$ is added to (7), and the last term becomes $-(t'-U_e)P$. For $U_e=t'$ it vanishes. The zero mode is then an eigenstate of the full Hamiltonian with energy $3t'$ at each $k$ of the interval, and the band is flat without approximation. This shows that within the model the dispersion comes from the reduced coordination, and not from the second-neighbour hopping along the edge taken by itself.

For other values of $U_e$ the expectation value in the zero mode is

$$E\simeq3t'+(t'-U_e)(1+2\cos k), \tag{11}$$

which is a first-order result. With $U_e=0.05$ eV and $k=0.80\pi$ it gives $0.3-0.05\times0.6180=0.2691$ eV, and diagonalization agrees to 0.0001 eV. At $k=\pi$ the edge atom is decoupled, so there its energy is $2t'+U_e$ without approximation. Its depth below the Dirac point is $t'-U_e=0.05$ eV, half the depth found without the potential.

### Why first order is not enough

First-order perturbation theory needs the perturbation to be small compared with the distance to other states at the same $k$. By (8) with $t'=0$, the nearest bulk states lie at $\pm t(1-|c|)$. This distance shrinks to zero at both ends of the interval, just where the upper edge of the band is read off. Equation (10) alone therefore does not establish the bandwidth. The direct solution in part two does.

## Part two: exact solution and its limits

### Symbols and results carried over

The Hamiltonian is $H=-tA-t'A_2$, with first-neighbour hopping $t$ and second-neighbour hopping $t'$. The lines $m=0,1,\dots$ run inward from the edge and carry amplitudes $\psi_A(m)$ and $\psi_B(m)$. The wavevector along the edge times the lattice constant $a$ is $k$, and $c=2\cos(k/2)$, so $c^2=2+2\cos k$. With $D$ the coordination and $P$ the projector on edge atoms, part one showed $A^2=A_2+D$ and $D=3-P$. For $|c|<1$ the zero mode of $A$ gives the first-order energy $3t'+t'(1+2\cos k)$. The bulk energies are $3t'-t\alpha-t'\alpha^2$ with $\alpha=\pm|c+e^{iq}|$.

### The boundary condition

Written out line by line, $H\psi=E\psi$ reads

$$E\psi_A(m)=-t[c\psi_B(m)+\psi_B(m-1)]-t'\{2\cos k\,\psi_A(m)+c[\psi_A(m+1)+\psi_A(m-1)]\}, \tag{12}$$
$$E\psi_B(m)=-t[c\psi_A(m)+\psi_A(m+1)]-t'\{2\cos k\,\psi_B(m)+c[\psi_B(m+1)+\psi_B(m-1)]\}. \tag{13}$$

At $m=0$ the terms with index $-1$ are missing. This is the same as keeping them and setting

$$\psi_A(-1)=\psi_B(-1)=0. \tag{14}$$

The task is to find normalizable solutions of (12) and (13) for all $m\ge0$ that obey (14). Take $c\neq0$ first.

### Lemma 3: one spinor for all lines

**Lemma 3.** For $c\ne0$ a normalizable solution has the form $\psi_A(m)=f(m)$, $\psi_B(m)=r f(m)$, with a constant $r$ and with $f(-1)=0$, $f(0)=1$, up to an overall factor.

To first order in $t'$, the missing neighbour of each edge atom gives the edge band the energy $3t'+t'(1+2\cos k)$. It remains to prove Lemma 3 and to use it to show that this energy is exact and where the edge state exists.
